# Localization length of a weakly disordered one-dimensional chain

## One altered site

Take a perfect chain with hopping $t>0$ and change the energy of one site, $n=0$, by $\varepsilon$. The amplitudes obey

$$t(\psi_{n+1}+\psi_{n-1})+\varepsilon\,\delta_{n0}\psi_n=E\psi_n,\qquad E=2t\cos k,\quad 0<k<\pi .$$

Let the real solution for $n\le 0$ be $\psi_n=A\sin(kn+\phi)$. The equation at $n=0$ then fixes $\psi_1$: it differs from its value in the perfect chain by $-(\varepsilon/t)\psi_0=-(\varepsilon/t)A\sin\phi$. The added wave must vanish at $n=0$ and have this value at $n=1$, so for $n\ge0$

$$\psi_n=A\sin(kn+\phi)-\frac{\varepsilon}{t}A\sin\phi\,\frac{\sin kn}{\sin k}
=\mathrm{Im}\left[A e^{ikn}\left(e^{i\phi}-u\sin\phi\right)\right],\qquad u=\frac{\varepsilon}{t\sin k}.$$

The new wave amplitude $A'$ is the modulus of the factor multiplying $e^{ikn}$:

$$\left(\frac{A'}{A}\right)^2=(\cos\phi-u\sin\phi)^2+\sin^2\phi=1-u\sin2\phi+u^2\sin^2\phi .$$

Depending on $\phi$, the wave grows or shrinks. To average its logarithm over a uniform phase, divide the complex factor by $e^{i\phi}$ and use $\sin\phi\,e^{-i\phi}=(1-e^{-2i\phi})/(2i)$:

$$1-u\sin\phi\,e^{-i\phi}=\left(1+\frac{iu}{2}\right)\left(1-\beta e^{-2i\phi}\right),\qquad \beta=\frac{iu/2}{1+iu/2}.$$

Since $|\beta|<1$, the logarithm of the last factor is a convergent series,

$$\ln\frac{A'}{A}=\frac12\ln\left(1+\frac{u^2}{4}\right)-\mathrm{Re}\sum_{j\ge1}\frac{\beta^j}{j}e^{-2ij\phi}. \tag{1}$$

Every term of the sum averages to zero over a uniform phase. The mean growth is therefore $\frac12\ln(1+u^2/4)\approx u^2/8$, positive for either sign of $\varepsilon$. In a disordered chain each site contributes such a step. What remains to be settled is whether the phases arriving at the sites are uniform.

## Model and result

Every site now has its own energy:

$$t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n, \tag{2}$$

with independent $\varepsilon_n$, uniform on $[-W/2,W/2]$. Here $W$ is the full width of the box. Its variance is

$$\langle\varepsilon^2\rangle=\frac1W\int_{-W/2}^{W/2}\varepsilon^2\,d\varepsilon=\frac{W^2}{12}.$$

The growth rate $\gamma$ is the long-chain limit of $\ln(\text{amplitude})/N$ for a solution started with generic values at one end. For $W>0$, standard theorems on products of random matrices guarantee that this limit exists, is positive, and is the same for almost every chain. The localization length is $\xi=1/\gamma$, in lattice spacings. It refers to the amplitude; in a typical chain the intensity $|\psi|^2$ falls by a factor $e$ over $\xi/2$. This is a statement about the average of the logarithm. The intensity or transmission averaged directly over chains is dominated by rare chains and decays considerably more slowly.

For fixed energy with $0<|E|<2t$ and $W/t\to0$, the result is

$$\boxed{\;\xi=\frac{24(4t^2-E^2)}{W^2}\left[1+O(W^2/t^2)\right]\;} \tag{3}$$

The chain is made infinite first and the disorder weak afterwards. In a finite chain much shorter than $\xi$, a state has no room to show its decay.

## The exact one-site map

Just before site $n$ is crossed, describe the solution by a local wave with amplitude $A_n$ and phase $\phi_n$:

$$\psi_n=A_n\sin\phi_n,\qquad \psi_{n-1}=A_n\sin(\phi_n-k).$$

The single-site calculation applies at each site. Moving the reference point to the next site adds a factor $e^{ik}$, so

$$A_{n+1}e^{i\phi_{n+1}}=e^{ik}A_n\left(e^{i\phi_n}-u_n\sin\phi_n\right),\qquad u_n=\frac{\varepsilon_n}{t\sin k}. \tag{4}$$

No approximation has been made. The amplitude is a legitimate measure of growth because elimination of $\phi_n$ gives

$$A_n^2\sin^2k=\psi_n^2+\psi_{n-1}^2-2\cos k\,\psi_n\psi_{n-1}.$$

For $|\cos k|<1$ this lies between $(1-|\cos k|)$ and $(1+|\cos k|)$ times $\psi_n^2+\psi_{n-1}^2$. The two measures differ by bounded factors, which do not affect a rate per site.

The natural small parameter is the variance of $u$:

$$\sigma^2=\langle u^2\rangle=\frac{W^2}{12t^2\sin^2k}=\frac{W^2}{3(4t^2-E^2)}, \tag{5}$$

where $4t^2\sin^2k=4t^2-E^2$ was used.

By (4), $\phi_n$ depends on the energies of earlier sites and not on $\varepsilon_n$. Averages over $u_n$ and $\phi_n$ therefore factorize. Write $c_j=\langle e^{2ij\phi}\rangle$ for the average over disorder and over the sites of a long chain. Because $\beta(-u)=\beta(u)^*$ and the box is symmetric, $\langle\beta^j\rangle$ is real. Averaging (1) gives

$$\gamma=\frac12\left\langle\ln\left(1+\frac{u^2}{4}\right)\right\rangle-\sum_{j\ge1}\frac{\langle\beta^j\rangle}{j}\,\mathrm{Re}\,c_j. \tag{6}$$

Expanding $\beta=iu/2+u^2/4+\dots$ and dropping odd moments,

$$\langle\beta\rangle=\frac{\sigma^2}{4}+O(\sigma^4),\qquad \langle\beta^2\rangle=-\frac{\sigma^2}{4}+O(\sigma^4),\qquad \langle\beta^j\rangle=O(\sigma^4)\ \ (j\ge3).$$

Hence

$$\gamma=\frac{\sigma^2}{8}-\frac{\sigma^2}{4}\mathrm{Re}\,c_1+\frac{\sigma^2}{8}\mathrm{Re}\,c_2+O(\sigma^4). \tag{7}$$

At leading order two phase averages matter, $c_1$ and $c_2$.

## Why the phases become uniform

Let $x=e^{2i\phi}$ and $w=u\sin\phi\,e^{-i\phi}$. Dividing (4) by its complex conjugate gives

$$x_{n+1}=e^{2ik}x_n\,\frac{1-w_n}{1-w_n^*}.$$

Raise this to the power $m$ and average over $u_n$. The first-order term has zero mean, so

$$\langle x_{n+1}^m\rangle=e^{2imk}\left[\langle x_n^m\rangle+O(\sigma^2)\right].$$

Now average over $n=1,\dots,N$. The averages of $x_{n+1}^m$ and $x_n^m$ differ by two end terms divided by $N$, which vanish for a long chain. Therefore

$$(1-e^{2imk})\,c_m=O(\sigma^2),\qquad |1-e^{2imk}|=2|\sin mk| . \tag{8}$$

For $m=1$ the prefactor vanishes at $\sin k=0$, the band edges. For $m=2$ it also vanishes at $k=\pi/2$, the band centre. At any other fixed energy $c_1$ and $c_2$ are $O(\sigma^2)$, and (7) becomes

$$\gamma=\frac{\sigma^2}{8}+O(\sigma^4)=\frac{W^2}{24(4t^2-E^2)}+O(\sigma^4).$$

Its inverse is (3). Energies such as $E=t$, where $k=\pi/3$, make the prefactor vanish for $m=3$, but $c_3$ does not enter (7).

**Physical reading.** With $\hbar=1$ and unit spacing, the speed of the wave is $v=|dE/dk|=2t\sin k$, so $v^2=4t^2-E^2$. In a chain of length $L$ the mean squared matrix element from $k$ to $-k$ is $\langle\varepsilon^2\rangle/L$, and the density of final states on that branch is $L/(2\pi v)$. The golden rule gives a backscattering rate

$$2\pi\,\frac{\langle\varepsilon^2\rangle}{L}\,\frac{L}{2\pi v}=\frac{\langle\varepsilon^2\rangle}{v},$$

and hence a backscattering mean free path $\ell=v^2/\langle\varepsilon^2\rangle$. Equation (3) reads $\xi=2v^2/\langle\varepsilon^2\rangle=2\ell$. Slow waves are localized more tightly.

## The next correction

An implementation needs to know how small $W$ must be. Expanding $(1-w)^m(1-w^*)^{-m}$ to second order, with $w^2=u^2\sin^2\phi\,x^{-1}$ and $|w|^2=u^2\sin^2\phi$, gives a second-order term $u^2T_m$, where

$$T_m=\sin^2\phi\left[\frac{m(m-1)}2x^{-1}+\frac{m(m+1)}2x-m^2\right],\qquad \sin^2\phi=\frac12-\frac{x+x^{-1}}4 .$$

The stationary average then obeys

$$(e^{-2imk}-1)c_m=\sigma^2\langle x^mT_m\rangle+O(\sigma^4). \tag{9}$$

If the other harmonics are small, the right side is $\sigma^2$ times the constant term of $x^mT_m$. This is $+\frac14$ for $m=1$ and $-\frac14$ for $m=2$. Since $\mathrm{Re}\,[1/(e^{-ia}-1)]=-\frac12$ for any $a$ that is not a multiple of $2\pi$,

$$\mathrm{Re}\,c_1=-\frac{\sigma^2}8,\qquad \mathrm{Re}\,c_2=+\frac{\sigma^2}8 . \tag{10}$$

The right sides for $m=1,2$ also contain $c_3$ and $c_4$, so these must be small even where $\sin3k=0$ or $\sin4k=0$. At such an energy the left side of (9) vanishes for the resonant $m$. The coefficient of $c_m$ on the right is

$$-\frac14\left[\frac{m(m-1)}2+\frac{m(m+1)}2\right]-\frac{m^2}2=-\frac{3m^2}4,$$

which is not zero. The remaining terms involve harmonics at most two places away. For $m=3$ or $4$ these are nonresonant and $O(\sigma^2)$, so $c_m$ is $O(\sigma^2)$ as well. At the band centre the resonant harmonic $m=2$ couples directly to $c_0=1$, and this argument fails.

A box of half-width $b$ has second moment $b^2/3$ and fourth moment $b^4/5$, so $\langle u^4\rangle=\frac95\sigma^4$. The first term of (6) contributes $\sigma^2/8-\langle u^4\rangle/64$. Adding the two phase terms,

$$\gamma=\frac{\sigma^2}8+\sigma^4\left(-\frac9{320}+\frac1{32}+\frac1{64}\right)
=\frac{\sigma^2}8\left(1+\frac{3\sigma^2}{20}\right),$$

up to higher orders. With (5),

$$\gamma=\frac{W^2}{24(4t^2-E^2)}\left[1+\frac{W^2}{20(4t^2-E^2)}+\dots\right]. \tag{11}$$

Inverting (11) multiplies the leading length by $1-W^2/[20(4t^2-E^2)]$. The resulting shift is $-24/20=-1.2$ spacings, independent of $E$ and $W$ at this order. The limit is taken at fixed $E$ and is reached more slowly toward the band centre and the edges: at $W=0.25t$ the phase solution gives $-1.17$, $-1.20$, $-1.18$ and $-1.00$ spacings at $E=0.5t$, $t$, $1.5t$ and $1.8t$.

## Worked example

Choose $t=W=E=0.05$ Ry and a lattice spacing of 6 bohr. Then

$$4t^2-E^2=0.0100-0.0025=0.0075\ \mathrm{Ry}^2,$$

$$\xi=\frac{24\times0.0075}{0.0025}=72\ \text{spacings}=432\ \text{bohr}=22.9\ \text{nm}.$$

Equivalently, $\sigma^2=0.0025/(3\times0.0075)=0.111$ and $\gamma=0.111/8=0.0139$ per spacing. The correction in (11) is $1/60$, which lowers $\xi$ to 70.8 spacings.

Two numerical routes check this value. A Fourier solution for the stationary phase distribution of (4) gives 70.87 spacings. Direct iteration of (2) over 10,000 random chains, which uses neither $A_n$ nor $\phi_n$, gives $70.94\pm0.11$, where the uncertainty is one standard error. The box as wide as the hopping thus leaves the leading law 1.6% too long relative to the phase solution.

At $E=t$ the phase solution gives these relative excesses of $\gamma$ over the leading law:

| $W/t$ | computed | from (11) |
|---|---|---|
| 0.25 | 0.00104 | 0.00104 |
| 0.5 | 0.00413 | 0.00417 |
| 1 | 0.0160 | 0.0167 |
| 2 | 0.048 | 0.067 |

The excess grows nearly fourfold between the first two rows, as a quadratic correction requires. At $W=2t$ the next correction alone is no longer accurate. The phase averages agree too: for $E=1.5t$ and $W=0.25t$, (10) predicts $\mp0.00149$, and the computed values are $-0.00148$ and $+0.00150$.

## The band centre

At $E=0$ the phase turns by $\pi/2$ per site. Two sites turn it by $\pi$, which leaves $x$ unchanged, so weak disorder has time to shape the phase distribution. Apart from the rotation, one site changes the phase by

$$\delta=\arg(1-w)=u\sin^2\phi+\frac{u^2}2\sin^2\phi\sin2\phi+O(u^3).$$

Add the contributions at $\phi$ and $\phi+\pi/2$. The two site energies are independent, so cross terms average to zero. The mean and variance of the two-site change are

$$\frac{\sigma^2}2\sin2\phi(\sin^2\phi-\cos^2\phi)=-\frac{\sigma^2}4\sin4\phi,$$

$$\sigma^2(\sin^4\phi+\cos^4\phi)=\sigma^2D,\qquad D=\frac{3+\cos4\phi}4 .$$

Since $D'=-\sin4\phi$, the mean is $\sigma^2D'/4$. A stationary density $p(\phi)$ with zero probability current satisfies

$$\frac{D'}4p=\frac12(Dp)'\quad\Rightarrow\quad\frac{p'}p=-\frac{D'}{2D}\quad\Rightarrow\quad p\propto(3+\cos4\phi)^{-1/2}.$$

This solution is periodic and normalizable. Because $D>0$ everywhere, it is the unique stationary density. It has period $\pi/2$, so $c_1=0$, while quadrature gives $c_2=\langle\cos4\phi\rangle=-0.0861$. With $\sigma^2=W^2/(12t^2)$, equation (7) yields

$$\gamma=\frac{W^2}{96t^2}(1+\langle\cos4\phi\rangle),\qquad
\xi=\frac{96}{0.9139}\frac{t^2}{W^2}\approx105\,\frac{t^2}{W^2}. \tag{12}$$

The density is largest where $\cos4\phi=-1$, and these phases grow less than average. The true length is about 9% longer than the value $96t^2/W^2$ obtained from (3). Direct iteration at $W=t$ gives $104.1\pm0.2$, slightly below the weak-disorder limit but clearly above 96.

The anomaly is narrow. Near the centre $|\sin2k|\approx|E|/t$, and (8) requires this to exceed $\sigma^2\approx W^2/(12t^2)$ by a wide margin. The crossover energy is therefore of order $W^2/(12t)$, or $0.021t$ for $W=0.5t$. For that width the ratio of the computed length to (3) is 1.092 at $E=0$, 1.082 at $0.01t$, 1.021 at $0.05t$ and 0.999 at $0.2t$.

## The band edges

As $k\to0$, $\sigma^2$ grows while the prefactor in (8) shrinks. Uniform phases require $\sigma^2\ll\sin k$, or

$$\frac{W^2}{12t^2\sin^3k}\ll1 . \tag{13}$$

Near the upper edge $2t-E\approx tk^2$, so the distance from the edge must be large compared with $t(W^2/12t^2)^{2/3}$. The lower edge behaves alike: replacing $\psi_n$ by $(-1)^n\psi_n$ and $\varepsilon_n$ by $-\varepsilon_n$ maps $E$ to $-E$ and leaves the box unchanged.

Equation (3) tends to zero at the edge, but the true length does not. At $E=2t$,

$$(\psi_{n+1}-\psi_n)-(\psi_n-\psi_{n-1})=-\frac{\varepsilon_n}t\psi_n .$$

Over $\xi$ sites the random kicks change the slope by about $\sqrt{\xi\langle\varepsilon^2\rangle}\,\psi/t$. Localization sets in when this is comparable with $\psi/\xi$, which gives

$$\xi^3\frac{\langle\varepsilon^2\rangle}{t^2}\sim1,\qquad \xi\propto\left(\frac tW\right)^{2/3}.$$

This is a scaling estimate and does not fix the prefactor. Direct iteration gives 23.2 spacings at $W=0.2t$ and 14.7 at $W=0.4t$. Their ratio is 1.58, compared with $2^{2/3}=1.59$.

## From growing solutions to eigenstates

The matrix taking $(\psi_n,\psi_{n-1})$ to $(\psi_{n+1},\psi_n)$ has unit determinant, so the two exponential rates are $+\gamma$ and $-\gamma$. An eigenstate must follow the decaying solution on each side of its centre. That the infinite chain has such a complete set of localized eigenstates is an established theorem for this model, used here without proof.

The rate can also be read from a finite spectrum. In an open chain of $N$ sites with Hamiltonian $H$, the end-to-end element of the resolvent is a cofactor divided by a determinant. The relevant minor is triangular with $-t$ on its diagonal, and the signs cancel:

$$\left[(E-H)^{-1}\right]_{1N}=\frac{t^{N-1}}{\prod_j(E-E_j)} .$$

The residue at $E=E_i$ is the product of the end amplitudes of the normalized eigenstate $i$, so

$$|\psi_1\psi_N|=\frac{t^{N-1}}{\prod_{j\ne i}|E_i-E_j|}. \tag{14}$$

For a state centred at site $c$, the two ends lie about $c$ and $N-c$ sites away. Thus $-\ln|\psi_1\psi_N|$ grows as $\gamma N$, whatever the centre. Comparing chains of 1000 and 3000 sites removes the constant due to normalization. For $W=t$ and $0.5t<|E|<1.5t$, the measured rate is 0.996 times the leading law. Its sampling uncertainty, estimated at about 2%, is too large to resolve the correction in (11).

## Use and limits

- If the box is specified as $[-b,b]$, then $W=2b$ and the numerator 24 in (3) becomes 6 when the denominator is $b^2$.
- For another bounded, symmetric distribution with zero mean, the leading law is $\xi=2(4t^2-E^2)/\langle\varepsilon^2\rangle$. The correction in (11) is specific to the box through its fourth moment.
- When iterating (2), accumulate the logarithm of $\sqrt{\psi_n^2+\psi_{n-1}^2}$, since $\psi_n$ alone can pass near zero. Discard an initial stretch so that the phase distribution settles, and rescale the pair before it overflows.
- Use (12) at the band centre and a direct calculation in the crossover regions.

This chain has no mobility edge: $\gamma$ is positive at every energy when $W>0$. The energy dependence in (3) is a change of length within localized states. The derivation assumes one channel, uncorrelated site energies, no interactions and no inelastic scattering; it does not give the localization length of a two- or three-dimensional film. The full set of computed values is in the numerical output below.

## Numbers as computed

```
hopping t = 0.05 Ry, box width W = 0.05 Ry, energy E = 0.05 Ry
lattice spacing = 6.0 bohr
box variance / W^2 = 0.083333
wave number k = 1.047198 rad per spacing
mean u^2 = 0.111111
gamma, leading law = 0.013889 per spacing
xi, leading law = 72.000 spacings
xi, leading law = 432.00 bohr = 22.86 nm
xi, with next correction = 70.820 spacings
xi, stationary phase solution = 70.868 spacings
xi, direct recursion = 70.94 +- 0.11 spacings
E = t: W/t, xi law, xi phase solution (spacings), gamma/law - 1
  0.25   1152.000   1150.804  0.001039
  0.50    288.000    286.816  0.004129
  1.00     72.000     70.868  0.015975
  2.00     18.000     17.182  0.047609
W = 0.25 t: E/t, xi law, xi phase solution (spacings)
  0.50   1440.000   1438.826
  1.00   1152.000   1150.804
  1.50    672.000    670.818
  1.80    291.840    290.837
E = 1.5 t, W = 0.25 t: mean u^2 = 0.011905
  <cos 2phi> = -0.001484, <cos 4phi> = 0.001502
band centre <cos 4phi>: density -0.08611, phase solution -0.08599
band centre xi W^2/t^2: naive law 96.00, corrected 105.05
  phase solution at W = 0.25 t: 104.99
  direct recursion at W = t: 104.05 +- 0.20
W = 0.5 t: crossover energy W^2/(12 t) = 0.0208 t
  E/t, xi(phase solution)/xi(law)
  0.00  1.0918
  0.01  1.0817
  0.05  1.0213
  0.20  0.9989
band edge E = 2t: xi = 23.24 spacings at W = 0.2 t, 14.71 at W = 0.4 t
  ratio = 1.5795, 2^(2/3) = 1.5874
eigenstates, W = t, 0.5t < |E| < 1.5t, 1000 and 3000 sites: decay rate / law = 0.996
```
